\section*{Why a tunnelling path cuts a bend in the minimum-energy path}

\section{Which path counts}

\textbf{Q:} I study hydrogen moving through thin barrier layers. For one hop I have a minimum-energy path, and it bends around a neighbouring atom. Can I put the energy profile along that path into a one-dimensional tunnelling formula?

\textbf{A:} You can, but first ask which path controls the wave function under the barrier. Use mass-weighted coordinates, $q_i=\sqrt{m_i}\,x_i$, so that every direction has unit mass:
\begin{equation}
-\frac{\hbar^2}{2}\nabla^2\psi+V\psi=E\psi .
\end{equation}
I assume one smooth potential surface, no friction, and deep tunnelling. Write $\psi=e^{-W/\hbar}$. Differentiating twice gives
\begin{equation}
\nabla^2\psi=\left(\frac{|\nabla W|^2}{\hbar^2}-\frac{\nabla^2W}{\hbar}\right)\psi ,
\end{equation}
and therefore
\begin{equation}
-\tfrac12|\nabla W|^2+\tfrac{\hbar}{2}\nabla^2W+V=E .
\end{equation}
To leading order in $\hbar$ the second term drops out:
\begin{equation}
|\nabla W|=p,\qquad p=\sqrt{2(V-E)} .
\end{equation}

Now follow any path of length element $dl$ from the well to a point $q$. The slope of $W$ along it cannot exceed the full gradient, $dW/dl\le p$. With $W=0$ at the start,
\begin{equation}
W(q)\le\int p\,dl .
\end{equation}
Equality holds on a line that follows $\nabla W$. Where such a line connects the well to $q$, $W(q)$ is the least value of the action $\int p\,dl$.

\textbf{Q:} That is the decay of a wave function. I would measure a splitting or a rate.

\textbf{A:} Take the splitting $\Delta$ of two wells that are mirror images. Let $\psi_0$ be the even and $\psi_1$ the odd state of the lowest pair. Multiply the equation for $\psi_1$ by $\psi_0$ and that for $\psi_0$ by $\psi_1$, subtract, and integrate over the right half of space. The potential cancels, and Green's theorem leaves the symmetry plane:
\begin{equation}
\Delta\int_{\rm right}\psi_0\psi_1\,dq
=\frac{\hbar^2}{2}\int_{\rm plane}\psi_0\,\partial_n\psi_1\,d\sigma .
\end{equation}
Here $n$ points into the right half, and the term with $\psi_1$ itself is absent because $\psi_1=0$ on the plane. The integral on the left is close to $1/2$, since in the right well both states are nearly the same function. Hence
\begin{equation}
\Delta\simeq\hbar^2\int_{\rm plane}\psi_0\,\partial_n\psi_1\,d\sigma .
\label{surface}
\end{equation}
Each factor carries $e^{-W/\hbar}$, with $W$ measured from a well. The largest contribution comes from the point of the plane where $2W$ is least. By symmetry this $2W$ is the least action $S_{\min}$ from well to well, so $\Delta\sim e^{-S_{\min}/\hbar}$.

The minimum-energy path is defined differently: it follows steepest descent from the saddle. It has the lowest pass, but nothing so far says that it has the least action.

\textbf{Q:} What is $E$ here? The atom has zero-point energy.

\textbf{A:} The zero-point energy is proportional to $\hbar$. It is therefore of the same order as $\frac{\hbar}{2}\nabla^2W$, the term we dropped. For a ground state the consistent leading choice puts $E$ at the well bottom, and zero-point motion then enters the factor in front of the exponential. I shall keep $E$ general in the geometry and set it to the well bottom in the example.

\section{Displacing the path}

\textbf{Q:} If I move off the minimum-energy path, the potential rises. How can that help?

\textbf{A:} Compare the orders of the two changes. Let $s$ be the length along the minimum-energy path, $\kappa(s)$ its curvature, $T$ its unit tangent and $N$ the unit normal towards the centre of curvature. For a path in a plane, $dT/ds=\kappa N$ and $dN/ds=-\kappa T$. Displace each point by $\eta(s)N$. The new path has the derivative
\begin{equation}
\frac{d}{ds}(q+\eta N)=(1-\kappa\eta)T+\eta'N ,
\end{equation}
so its length element is
\begin{align}
dl&=\sqrt{(1-\kappa\eta)^2+\eta'^2}\;ds\nonumber\\
&=\left(1-\kappa\eta+\tfrac12\eta'^2+\dots\right)ds .
\end{align}
An inward shift shortens the path at first order.

On the minimum-energy path $\nabla V$ points along $T$. The potential therefore has no linear term in $\eta$:
\begin{equation}
V=V_0(s)+\tfrac12\omega^2\eta^2+\dots ,
\end{equation}
where $\omega$ is the transverse frequency. With $p_0=\sqrt{2(V_0-E)}$,
\begin{equation}
p=\sqrt{p_0^2+\omega^2\eta^2}=p_0+\frac{\omega^2\eta^2}{2p_0}+\dots .
\end{equation}
Multiplying $p$ by $dl$ and keeping terms up to second order gives
\begin{equation}
S=S_0-\int\kappa p_0\eta\,ds
+\frac12\int\left(\frac{\omega^2\eta^2}{p_0}+p_0\eta'^2\right)ds+\dots ,
\label{expand}
\end{equation}
where $S_0$ is the action of the minimum-energy path. The shortening is linear in $\eta$, and the price in potential is quadratic. A small enough inward shift always wins.

\textbf{Q:} ``Always'' is strong. What about the turning points, where $p_0=0$ and you divide by it?

\textbf{A:} Choose an $\eta\ge0$ that differs from zero only in a stretch under the barrier, away from the turning points, where $\kappa\ne0$. There $p_0$ is positive and the expansion is safe. The linear term is negative, so a small multiple of this $\eta$ lowers $S$. Thus a smooth minimum-energy path that bends anywhere under the barrier is not the path of least action, at any $E$ below the barrier top. Stiffness does not enter the linear term; it limits how far the shift pays. If the path is straight, the linear term vanishes and there is no first-order gain.

The expansion was tested on a parabolic channel, whose curvature varies, by summing the action over short straight segments. For a fixed shape of displacement the first derivative of $S$ with respect to its size was $-1.077368$ and the second $4.691631$, in dimensionless units. Equation (\ref{expand}) gives the same digits.

The wording matters here: the mass-weighted \emph{length} is what becomes shorter. The action becomes smaller because the shorter length outweighs the larger $p$.

\section{The size of the shift}

\textbf{Q:} How far does the path move?

\textbf{A:} Make (\ref{expand}) stationary. Varying $\eta$, and integrating the $\eta'$ term by parts, gives
\begin{equation}
-\kappa p_0+\frac{\omega^2\eta}{p_0}-\frac{d}{ds}\left(p_0\frac{d\eta}{ds}\right)=0 .
\label{el}
\end{equation}
Multiply by $p_0$ and define $d\tau=ds/p_0$, so that $p_0\,d/ds=d/d\tau$:
\begin{equation}
\frac{d^2\eta}{d\tau^2}=\omega^2\eta-\kappa p_0^2 .
\label{tau}
\end{equation}
This is motion in the inverted potential $-V$, with speed $p_0$ and time $\tau$. In that picture the channel floor is a ridge. A particle on a curved ridge must run on its inner side, where the slope of the inverted potential supplies the centripetal force $\kappa p_0^2$.

If the channel is so stiff that $\eta$ follows its source, the left side of (\ref{tau}) is negligible:
\begin{equation}
\eta\simeq\frac{\kappa p_0^2}{\omega^2}=\frac{2\kappa(V_0-E)}{\omega^2} .
\label{local}
\end{equation}
The shift grows with curvature and with depth under the barrier, and it falls with stiffness. As $E$ approaches the barrier top, $V_0-E$ goes to zero and this shift disappears. Corner cutting therefore belongs to deep tunnelling, not to passage close to the saddle energy.

For constant $\omega$ and $E$ at the well bottoms, $\tau$ runs from $-\infty$ to $\infty$, because $p_0$ vanishes linearly at each well. The solution that vanishes at both ends is
\begin{equation}
\eta(\tau)=\int_{-\infty}^{\infty}\frac{\omega}{2}\,e^{-\omega|\tau-\tau'|}\,
\frac{\kappa p_0^2(\tau')}{\omega^2}\,d\tau' .
\label{average}
\end{equation}
To check it, note that the kernel $e^{-\omega|\tau|}/(2\omega)$ has second derivative $\omega^2$ times itself minus a delta function. The weight $\frac{\omega}{2}e^{-\omega|\tau|}$ integrates to one, so (\ref{average}) is a running average of the local shift (\ref{local}). At the peak of the local shift the average is smaller than the peak.

\textbf{Q:} And the gain in action?

\textbf{A:} Multiply (\ref{el}) by $\eta$ and integrate. The boundary term $p_0\eta\eta'$ vanishes at the wells, leaving
\begin{equation}
\int\left(\frac{\omega^2\eta^2}{p_0}+p_0\eta'^2\right)ds=\int\kappa p_0\eta\,ds .
\end{equation}
The second-order cost in (\ref{expand}) is half the left side, hence half of the first-order saving. To this order
\begin{equation}
S_0-S_{\min}\simeq\frac12\int\kappa p_0\eta\,ds .
\label{gain}
\end{equation}
In the stiff limit, inserting (\ref{local}) gives $\frac12\int\kappa^2p_0^3\,ds/\omega^2$: the gain falls as the inverse square of the transverse frequency.

\section{A hydrogen atom in a curved channel}

\textbf{Q:} Please put numbers on this.

\textbf{A:} Let one hydrogen atom move in a plane with polar coordinates $r,\theta$ and
\begin{equation}
V=V_b\left(1-\frac{\theta^2}{\theta_0^2}\right)^2+\frac k2(r-R)^2 .
\end{equation}
I choose round parameters that stand for no particular solid: $R=0.5$~\AA, $\theta_0=60^\circ$, $V_b=0.5$~eV and $k=20$~eV/\AA$^2$. On the arc $r=R$ the radial force is zero, so the arc is the minimum-energy path, with curvature $1/R$. The transverse quantum, 0.288~eV, is the same all along the arc. Transverse zero-point energy therefore adds a constant to the profile along the arc and cannot change the barrier there.

In ordinary lengths, with $E=0$ and $A=\hbar^2/2m=2.074\times10^{-3}$~eV\,\AA$^2$, the exponent is $S/\hbar=\int\sqrt{V/A}\,dl$. On the arc put $u=\theta/\theta_0$:
\begin{align}
\frac{S_0}{\hbar}&=R\theta_0\sqrt{\frac{V_b}{A}}\int_{-1}^{1}(1-u^2)\,du
=\frac43R\theta_0\sqrt{\frac{V_b}{A}}\nonumber\\
&=\frac43\times0.5236\times15.53=10.84 .
\end{align}
The least action was found by varying $r(\theta)$ numerically, without the expansion. The straight chord is included for comparison.
\begin{center}
\begin{tabular}{lccc}
path & length (\AA) & $V$ at middle (eV) & $S/\hbar$\\
arc & 1.047 & 0.500 & 10.84\\
optimum & 0.948 & 0.575 & 10.15\\
chord & 0.866 & 1.125 & 11.79
\end{tabular}
\end{center}
The optimum passes 0.087~\AA\ inside the saddle, where the potential is $0.5+\frac12\times20\times0.0866^2=0.575$~eV. It climbs 15\% higher than the arc, is 9.5\% shorter, and has 6.3\% less action. The chord is shorter still, but its action exceeds that of the arc: cutting the whole corner costs too much.

\textbf{Q:} Can you separate the saving from the cost?

\textbf{A:} Yes, by an intermediate step. Keep the length elements of the new path, but give each angle $\theta$ the potential it has on the arc. The action falls by $1.359\hbar$. Then restore the true potential, and it rises by $0.672\hbar$. The net gain is $0.687\hbar$. The cost is again near half the saving, but this is not quite the division used for (\ref{gain}): here the extra length from $\eta'$ is counted in the first step, not in the cost.

\textbf{Q:} Do your formulas for the shift and the gain agree with this minimum?

\textbf{A:} Roughly, because this bend is sharp. For a single atom (\ref{local}) becomes $2V_b/(Rk)=2\times0.5/(0.5\times20)=0.100$~\AA\ at the saddle. The average (\ref{average}) reduces it to 0.071~\AA, whereas the true shift is 0.087~\AA. The gain from (\ref{gain}) is $0.607\hbar$, which is 12\% below the direct result.

The formula should improve when the bend is weakened. In this model, reversing the signs of $\kappa$ and $\eta$ together leaves $S$ unchanged. If the gain is expanded in powers of $\kappa$, only even powers appear, so the relative error of the leading term should fall as $\kappa^2$. Keeping the arc length and increasing the radius gives
\begin{center}
\begin{tabular}{cccc}
$R$ (\AA) & direct gain ($\hbar$) & formula ($\hbar$) & relative error\\
0.5 & 0.687 & 0.607 & 12\%\\
1.0 & 0.156 & 0.152 & 2.6\%\\
2.0 & 0.0382 & 0.0379 & 0.6\%
\end{tabular}
\end{center}
Each doubling of $R$ reduces the error by a factor somewhat above four, and the second factor is closer to four than the first, as expected if the $\kappa^2$ law holds in the limit of a weak bend. With a channel 100 times stiffer, the evaluated average is 1.002 times the local shift. The true average cannot exceed its peak, so the excess is numerical integration error. The number supports the stiff limit at the percent level, not its small correction.

\section{What the energy levels say}

\textbf{Q:} All this compares integrals. Does the quantum atom take the shorter path?

\textbf{A:} We can ask its energy levels. The Hamiltonian was diagonalised in the plane and, as a reference, for an atom confined to the arc. The splittings are $8.54\times10^{-5}$~eV and $3.96\times10^{-5}$~eV. Freedom to leave the arc raises the splitting by a factor of 2.16. In the plane, a coarser grid with the inner wall moved changed the splitting by less than 2\%, which was tested for hydrogen and for an atom four times heavier.

The gain in action alone predicts $e^{0.687}=1.99$. The remaining factor, $2.157/1.988=1.085$, must come from what stands in front of the exponential, so one splitting does not isolate the path.

\textbf{Q:} How do you isolate it?

\textbf{A:} By changing the mass, with $V$ fixed. In ordinary coordinates the mass enters through $h=\hbar/\sqrt m$ alone, and the exponent is proportional to $1/h$. For the prefactor, return to (\ref{surface}) in $d$ dimensions, with $h$ in place of $\hbar$. The factor outside the integral is $h^2$. Normalising two Gaussian-like well states gives $h^{-d/2}$, the derivative gives $h^{-1}$, and the Gaussian integral over the $d-1$ directions of the plane gives $h^{(d-1)/2}$. The total power is
\begin{equation}
2-\frac d2-1+\frac{d-1}2=\frac12 .
\end{equation}
Thus $\Delta\propto m^{-1/4}e^{-S/\hbar}$ to leading order, both in the plane and on the arc. With $\lambda=\sqrt{m/m_{\rm H}}$ and $S$ the action for hydrogen,
\begin{equation}
\ln(\Delta\sqrt\lambda)=a-\lambda\frac S\hbar+\frac b\lambda+\dots ,
\label{fit}
\end{equation}
where $b$ is the first correction. Even without $b$, the levels at $\lambda=1.7$ and $2.0$ give, in the plane,
\begin{equation}
\frac S\hbar\approx\frac1{0.3}\ln\frac{5.623\times10^{-8}\sqrt{1.7}}
{2.488\times10^{-9}\sqrt{2.0}}=10.12 ,
\end{equation}
and on the arc
\begin{equation}
\frac S\hbar\approx\frac1{0.3}\ln\frac{1.610\times10^{-8}\sqrt{1.7}}
{5.794\times10^{-10}\sqrt{2.0}}=10.81 .
\end{equation}
Using a third mass, $\lambda=1.4$, to determine $b$ as well gives 10.16 and 10.84. The least action is 10.15 and the arc action 10.84. The levels in the plane follow the path that cuts the corner, and the confined atom returns the action of the arc, as a control should.

The prefactor can be read in the same way. At $\lambda=2$ the ratio of splittings is $2.488/0.5794=4.29$, while the actions predict $e^{2\times0.687}=3.95$. The remaining factor is again about 1.09, as it should be if both prefactors scale as $m^{-1/4}$.

\section{Mass and the limits of the argument}

\textbf{Q:} Would deuterium cut the corner more than hydrogen?

\textbf{A:} Not in this model at $E=0$. For a single atom the mass multiplies $\int\sqrt{2mV}\,dl$ by the same factor for every path, so the best path stays where it is. The difference between the actions grows as $\sqrt m$, however. The factor by which the arc underestimates the splitting therefore becomes larger for a heavier atom, even as the splitting itself becomes smaller.

\textbf{Q:} Then why insist on mass-weighted length?

\textbf{A:} Because in a solid the neighbours move too, and a path may combine light and heavy motion. Suppose that in our potential the coordinate $y$, which measures the rise of the arc above the line joining the wells, has four times the mass of $x$. The length element becomes $\sqrt{dx^2+4\,dy^2}$, and motion along $y$ costs more action. The middle of the best path drops from 0.163 to 0.099~\AA\ above that line; the arc rises to 0.250~\AA. The least action increases from $10.15\hbar$ to $10.81\hbar$. The path now accepts a higher potential to avoid moving the heavy coordinate. The arc is no longer the mass-weighted minimum-energy path in this case, so the comparison is between the two optimal paths.

\textbf{Q:} When may I keep my one-dimensional profile?

\textbf{A:} For the exponent, when the estimated gain (\ref{gain}) is small compared with $\hbar$ and there is no separate short cut far from the path. The estimate covers only small displacements. If the potential levels off inside the bend, a distant route can have less action even though it crosses a higher potential, so such routes must be compared directly. What matters is the absolute gain, not its fraction of $S$: here 6\% of the action doubles the splitting. A weak bend, a stiff channel, or an energy close to the barrier top makes the gain small. If the transverse frequency varies along the path, the profile also needs its zero-point energy, which is a separate correction.

If the shift becomes comparable with the radius of curvature, or with the distance over which the transverse potential stays harmonic with $\omega^2>0$, the expansion fails and the action must be minimised directly. The model channel is harmonic at every $\eta$. A path that bends around an atom can meet a steeper wall on the inside, which this model leaves out. The doubling found above belongs to the sharp bend $R=0.5$~\AA; at $R=1$~\AA\ the gain in action gives only a factor $e^{0.156}=1.17$. If the action is only a few $\hbar$, many paths contribute and a single best path loses its meaning. Friction from the lattice and electrons, and the conversion of a splitting into a hopping rate, need further physics that this model leaves out. The full set of values is in the numerical output.

\section*{Values computed for the example and the checks}
\begin{verbatim}
H atom mass: 1.67353e-27 kg;  hbar^2/(2m): 2.07385e-03 eV A^2
channel radius: 0.5 A;  wells at +-60 deg
barrier on MEP: 0.5 eV;  transverse stiffness: 20.0 eV/A^2
transverse quantum hbar*omega: 0.2880 eV
well quantum along arc: 0.2460 eV
parabolic channel, dimensionless:
  first variation, polyline -1.077368, formula -1.077368
  second variation, polyline 4.691631, formula 4.691631
path: length (A), apex potential (eV), action (hbar)
  arc (MEP): 1.0472, 0.5000, 10.8401
  optimum:   0.9475, 0.5749, 10.1529
  chord:     0.8660, 1.1250, 11.7946
action saved by shorter length: 1.3593 hbar
action paid for higher potential: 0.6721 hbar
net gain: 0.6872 hbar;  exp(gain): 1.988
inward shift at apex, direct: 0.0866 A
  linear response: 0.0713 A;  local: 0.1000 A
  linear/local for 100 times stiffer channel: 1.0022
same arc length, radius (A): gain direct, linear (hbar), rel. error
  0.5: 0.68725, 0.60707, 0.1167
  1.0: 0.15585, 0.15177, 0.0262
  2.0: 0.03818, 0.03794, 0.0063
rise of path above the line joining the wells (A):
  arc 0.2500, optimum 0.1634
  optimum with 4 times heavier y: 0.0994
  action with 4 times heavier y: 10.8086 hbar
ground level of H, plane: 0.2634 eV; arc: 0.1189 eV
splitting of H, plane: 8.5408e-05 eV
splitting of H, confined to arc: 3.9597e-05 eV
ratio of splittings: 2.157
sqrt(m/m_H): splitting in plane, on arc (eV)
  1.4: 1.2854e-06, 4.5227e-07
  1.7: 5.6227e-08, 1.6095e-08
  2.0: 2.4878e-09, 5.7944e-10
exponent from levels, plane: 10.1563 hbar
exponent from levels, arc: 10.8429 hbar
\end{verbatim}
